# Two First-Order Nuclear Resonance Frequencies of a Phosphorus Donor: a numerical check

```python
# Result under test: a donor electron (S=1/2) coupled to a 31P nucleus (I=1/2) by
#   H = w_e S_z - w_n I_z + A S.I
# has first-order nuclear resonance energies |A/2 + w_n| (electron spin down)
# and |A/2 - w_n| (electron spin up).
# w_e, w_n: electron and nuclear Zeeman energies; A: contact coupling.
# All energies are in micro-eV unless a name says otherwise.
import numpy as np
from scipy import constants as const

micro_ev = const.e * 1e-6
mhz_per_uev = micro_ev / const.h / 1e6
hartree_uev = const.value("Hartree energy in eV") * 1e6
field_unit = const.value("atomic unit of mag. flux density")
proton_mass = const.value("proton-electron mass ratio")

field = 0.35            # tesla
coupling_mhz = 117.5    # given coupling divided by h
g_electron = 2.00       # rough donor value
g_nucleus = 2.26        # rounded tabulated value for 31P
temperature = 4.0       # kelvin, chosen
excited_gap = 12e3      # rough valley-orbit gap
binding = 45e3          # rough donor binding energy
coupling = coupling_mhz / mhz_per_uev

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
S = [np.kron(m, one) for m in (sx, sy, sz)]
I = [np.kron(one, m) for m in (sx, sy, sz)]


def zeeman(b):
    """Zeeman energies from the atomic-unit expressions."""
    b_au = b / field_unit
    return (g_electron * b_au / 2 * hartree_uev,
            g_nucleus * b_au / (2 * proton_mass) * hartree_uev)


def solve(b, a):
    w_e, w_n = zeeman(b)
    h = w_e * S[2] - w_n * I[2] + a * sum(s @ i for s, i in zip(S, I))
    return np.linalg.eigh(h)


def exact_lines(b, a):
    """Two strongest I_x transitions: electron down, then electron up."""
    energy, vec = solve(b, a)
    strength = abs(vec.conj().T @ I[0] @ vec)
    spin = np.real(np.diag(vec.conj().T @ S[2] @ vec))
    pairs = [(i, j) for i in range(4) for j in range(i + 1, 4)]
    pairs.sort(key=lambda p: -strength[p])
    chosen = sorted(pairs[:2], key=lambda p: spin[p[0]] + spin[p[1]])
    return np.array([energy[j] - energy[i] for i, j in chosen])


def first_order(b, a):
    w_n = zeeman(b)[1]
    return np.array([abs(a / 2 + w_n), abs(a / 2 - w_n)])


w_e, w_n = zeeman(field)
first = first_order(field, coupling)
exact = exact_lines(field, coupling)
shift = coupling**2 / (4 * (w_e + w_n))

# Zeeman energies against the electron and nuclear magnetons
mu_b = const.value("Bohr magneton")
mu_n = const.value("nuclear magneton")
assert np.isclose(w_e, g_electron * mu_b * field / micro_ev, rtol=1e-7)
assert np.isclose(w_n, g_nucleus * mu_n * field / micro_ev, rtol=1e-7)

# The transverse coupling has no diagonal part and joins only two states
transverse = S[0] @ I[0] + S[1] @ I[1]
assert np.allclose(np.diag(transverse), 0)
assert np.count_nonzero(abs(transverse) > 1e-12) == 2
assert np.isclose(abs(transverse[1, 2]), 0.5)

# First-order slopes of the numerical lines at vanishing coupling
step = 1e-3
slopes = (exact_lines(field, step * coupling)
          - exact_lines(field, -step * coupling)) / (2 * step)
assert np.allclose(slopes, [coupling / 2, -coupling / 2], rtol=1e-5)

# Lines at the working field, second-order remainder and exact block shift
assert np.allclose(exact, first, rtol=0.01)
assert np.allclose(exact - first, [shift, -shift], rtol=1e-4)
total = w_e + w_n
block_shift = (np.sqrt(total**2 + coupling**2) - total) / 2
assert np.allclose(exact - first, [block_shift, -block_shift], rtol=1e-7)
assert np.isclose(exact.sum(), coupling, rtol=1e-10)
error_twice = exact_lines(2 * field, coupling) - first_order(2 * field, coupling)
assert np.allclose((exact - first) / error_twice, 2, rtol=1e-3)

# Reversed coupling exchanges the electron labels, up to second order
reverse = exact_lines(field, -coupling)
assert np.allclose(reverse, first[::-1], atol=1.01 * shift)
assert reverse[0] < reverse[1]

# Above the crossing field the nuclear Zeeman energy exceeds A/2
crossing_field = field * coupling / (2 * w_n)
high_field = 5.0
assert high_field > crossing_field
high_exact = exact_lines(high_field, coupling)
high_first = first_order(high_field, coupling)
assert np.allclose(high_exact, high_first, rtol=2e-3)
assert np.isclose(high_first.sum(), 2 * zeeman(high_field)[1])

# A small change of A moves each line by half that change
change = 1e-3 * coupling
moved = exact_lines(field, coupling + change) - exact
assert np.allclose(moved, change / 2, rtol=0.02)

# Electron polarization: thermal sum over four levels against two-level law
kt = const.k * temperature / micro_ev
energy, vec = solve(field, coupling)
weight = np.exp(-(energy - energy[0]) / kt)
weight /= weight.sum()
spin_z = np.real(np.diag(vec.conj().T @ S[2] @ vec))
polarization = -2 * np.dot(weight, spin_z)
assert np.isclose(polarization, np.tanh(w_e / (2 * kt)), rtol=1e-3)
boltzmann = 5 * np.exp(-excited_gap / kt)
excited_weight = boltzmann / (1 + boltzmann)
assert excited_weight < 1e-10

rounding_mhz = 0.005 * mu_n * field / const.h / 1e6


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Magnetic field", field, "T", ".2f")
show("Given contact coupling A/h", coupling_mhz, "MHz", ".1f")
show("Electron g factor, rough", g_electron, "", ".2f")
show("31P nuclear g factor, rounded", g_nucleus, "", ".2f")
show("Atomic unit of magnetic field", field_unit, "T", ".5e")
show("Proton mass in electron masses", proton_mass, "", ".3f")
show("Hartree energy", hartree_uev / 1e6, "eV", ".5f")
show("Frequency of a 1 micro-eV quantum", mhz_per_uev, "MHz", ".4f")
show("Contact coupling A", coupling, "micro-eV", ".5f")
show("Half coupling A/2", coupling / 2, "micro-eV", ".5f")
show("Electron Zeeman energy w_e", w_e, "micro-eV", ".3f")
show("Nuclear Zeeman energy w_n", w_n, "micro-eV", ".5f")
show("Ratio (A/2)/w_n", coupling / (2 * w_n), "", ".2f")
show("Ratio w_e/A", w_e / coupling, "", ".1f")
for k, name in enumerate(("electron down", "electron up")):
    show(f"First-order energy, {name}", first[k], "micro-eV", ".5f")
    show(f"First-order frequency, {name}", first[k] * mhz_per_uev, "MHz", ".2f")
    show(f"Diagonalized frequency, {name}", exact[k] * mhz_per_uev, "MHz", ".2f")
show("First-order line separation", (first[0] - first[1]) * mhz_per_uev, "MHz", ".2f")
show("Sum of diagonalized lines", exact.sum() * mhz_per_uev, "MHz", ".2f")
show("Second-order shift A^2/(4D)", shift * mhz_per_uev, "MHz", ".3f")
show("Field where w_n equals A/2", crossing_field, "T", ".2f")
show("High test field", high_field, "T", ".1f")
show("High-field first-order line, down", high_first[0] * mhz_per_uev, "MHz", ".1f")
show("High-field first-order line, up", high_first[1] * mhz_per_uev, "MHz", ".1f")
show("Line error from g_n rounding, at most", rounding_mhz, "MHz", ".3f")
show("Line shift for 0.1 % larger A", moved[0] * mhz_per_uev, "MHz", ".3f")
show("Chosen temperature", temperature, "K", ".1f")
show("Thermal energy kT", kt, "micro-eV", ".1f")
show("Electron polarization", polarization, "", ".4f")
show("Fraction with electron down", (1 + polarization) / 2, "", ".3f")
show("Valley-orbit gap, rough", excited_gap / 1e3, "meV", ".0f")
show("Thermal weight of five excited states", excited_weight, "", ".1e")
show("Donor binding energy, rough", binding / 1e3, "meV", ".0f")
show("Binding energy over kT", binding / kt, "", ".0f")
print("all tests passed")
```

Running it gives:

```
Magnetic field: 0.35 T
Given contact coupling A/h: 117.5 MHz
Electron g factor, rough: 2.00
31P nuclear g factor, rounded: 2.26
Atomic unit of magnetic field: 2.35052e+05 T
Proton mass in electron masses: 1836.153
Hartree energy: 27.21139 eV
Frequency of a 1 micro-eV quantum: 241.7989 MHz
Contact coupling A: 0.48594 micro-eV
Half coupling A/2: 0.24297 micro-eV
Electron Zeeman energy w_e: 40.519 micro-eV
Nuclear Zeeman energy w_n: 0.02494 micro-eV
Ratio (A/2)/w_n: 9.74
Ratio w_e/A: 83.4
First-order energy, electron down: 0.26791 micro-eV
First-order frequency, electron down: 64.78 MHz
Diagonalized frequency, electron down: 65.13 MHz
First-order energy, electron up: 0.21803 micro-eV
First-order frequency, electron up: 52.72 MHz
Diagonalized frequency, electron up: 52.37 MHz
First-order line separation: 12.06 MHz
Sum of diagonalized lines: 117.50 MHz
Second-order shift A^2/(4D): 0.352 MHz
Field where w_n equals A/2: 3.41 T
High test field: 5.0 T
High-field first-order line, down: 144.9 MHz
High-field first-order line, up: 27.4 MHz
Line error from g_n rounding, at most: 0.013 MHz
Line shift for 0.1 % larger A: 0.059 MHz
Chosen temperature: 4.0 K
Thermal energy kT: 344.7 micro-eV
Electron polarization: 0.0587
Fraction with electron down: 0.529
Valley-orbit gap, rough: 12 meV
Thermal weight of five excited states: 3.8e-15
Donor binding energy, rough: 45 meV
Binding energy over kT: 131
all tests passed
```
